# Pseudo-angular momentum of honeycomb phonons at K and intervalley scattering, part 2

Which phonons can scatter an electron between the valleys \(K\) and \(K'=-K\) of a flat honeycomb crystal with atoms A and B? Here \(2K\) is equivalent to \(K'\). The crystal is nonmagnetic and electron spin is left out.

Let \(C_3\) be the anticlockwise rotation by \(120^\circ\), \(c\) its centre, and \(\rho=C_3^{-1}(r-c)+c\). Displacements and wavefunctions rotate as \((\mathcal R u)(r)=C_3\,u(\rho)\) and \((\mathcal R\psi)(r)=\psi(\rho)\). The pseudo-angular momentum \(\ell\), defined modulo 3, means the eigenvalue \(e^{-2\pi i\ell/3}\).

Atoms of sublattice \(s\), with mass \(m_s\), sit at \(X=R+\tau_s\), where \(R\) is a lattice vector. For a wave \(u(r)=e_s e^{iK\cdot r}\), Section 2 found, with \(G=C_3K-K\),

\[
(\mathcal R u)(r)=\left(C_3e_s\right)e^{iG\cdot(\tau_s-c)}e^{iK\cdot r}.
\]

The middle factor defines the orbital part of the label: about the hexagon centre, \(+1\) on A and \(-1\) on B. These are also the labels of round electron orbitals at \(K\). For electrons,

\[
\ell(K')=-\ell(K)\quad(\text{mod }3).
\]

Node rule: if \(\ell\) about a centre \(c\) is not zero, \(\psi(c)=0\).

In A+ only A atoms move, circling anticlockwise; in B− only B atoms move, clockwise. About the hexagon centre, A+ has label \(-1\), B− has \(+1\), and the two mixtures of A− and B+ have 0. Section 1 found that, for a round orbital on A, B− motion scatters the electron to the other valley, while B+ motion and in-plane circular motion of A do not.

The spring model has lattice constant \(a\) and first- and second-neighbour springs \(\alpha\), \(\beta\). The dynamical matrix \(D\) acts on mass-weighted amplitudes \(e_s\); the displacement is \(e_s/\sqrt{m_s}\). With

\[
S=\frac{3\alpha+9\beta}{2},\qquad \kappa=\frac{3\alpha}{2\sqrt{m_Am_B}},
\]

\[
\bar D=\frac S2\left(\frac1{m_A}+\frac1{m_B}\right),\quad
d=\frac S2\left(\frac1{m_B}-\frac1{m_A}\right),\quad
Q=\sqrt{d^2+\kappa^2},
\]

\(\omega^2\) is \(S/m_A\) for A+, \(S/m_B\) for B−, and \(\bar D\pm Q\) for the mixed modes. Their mean circulation (mean spin part) is \(\bar s=\pm d/Q\), upper sign for the higher frequency.

### 9. The potential carries the phonon label

The electron feels the change of the effective potential when the atoms move. In density functional perturbation theory this change has a bare part, from the ions, and a part from the electron density that responds to it.

Start with the bare part. Let each ion carry a local potential \(v_s\) that moves rigidly with it and has threefold symmetry. To first order in the displacements,

\[
\Delta V_{\rm ion}[u](r)=-\sum_X u(X)\cdot\nabla v_s(r-X).
\]

The minus sign arises because moving an ion forwards shifts its potential forwards. Evaluate this at \(\rho\), with the old sites written as \(X'\). From \(v_s(C_3^{-1}y)=v_s(y)\) follows \((\nabla v_s)(C_3^{-1}y)=C_3^{-1}\nabla v_s(y)\). Therefore

\[
\begin{aligned}
\Delta V_{\rm ion}[u](\rho)
&=-\sum_X u(X')\cdot C_3^{-1}\nabla v_s(r-X)\\
&=-\sum_X [C_3u(X')]\cdot\nabla v_s(r-X)\\
&=\Delta V_{\rm ion}[\mathcal Ru](r).
\end{aligned}
\]

If \(\mathcal Ru=\lambda u\), linearity gives \(\mathcal R\Delta V_{\rm ion}=\lambda\Delta V_{\rm ion}\), with \(\lambda=e^{-2\pi i\ell_{\rm ph}/3}\).

The self-consistent change obeys

\[
\Delta V=\Delta V_{\rm ion}+F\chi_0\Delta V .
\]

Here \(\chi_0\) gives the density response of the Kohn–Sham electrons, and \(F\) turns a density change into a potential change. Assume that the ground state keeps the threefold symmetry and that the functional is invariant under rotation. The rotation then maps each set of equal-energy orbitals into itself. The sum over occupied and empty orbitals that defines \(\chi_0\) is unchanged, so \(\chi_0\) and \(F\) commute with \(\mathcal R\). Acting with \(\mathcal R\),

\[
(1-F\chi_0)(\mathcal R\Delta V)=\lambda\Delta V_{\rm ion}=(1-F\chi_0)(\lambda\Delta V).
\]

If \(1-F\chi_0\) can be inverted, \(\mathcal R\Delta V=\lambda\Delta V\). Screening can change the strength and shape of the potential, but not its label. If the inverse does not exist, the equation does not fix a unique response, and this argument does not apply as it stands.

### 10. The selection rule

The quantized displacement contains \(u\,e^{-i\omega t}\) times the operator that removes a phonon, plus its Hermitian conjugate. Absorption of a phonon at \(K\) by an electron at \(K\) therefore has an amplitude proportional to

\[
M=\int\psi_f^*(r)\,\Delta V(r)\,\psi_i(r)\,d^2r,
\]

with the final state at \(K+K=2K\), equivalent to \(K'\). For a layer of finite thickness the integral also runs over the perpendicular coordinate, which the rotation leaves alone.

A rotation of the integration variable does not change the integral. It replaces each of the three functions by its rotated image:

\[
M=\int(\mathcal R\psi_f)^*(\mathcal R\Delta V)(\mathcal R\psi_i)\,d^2r
=e^{2\pi i(\ell_f-\ell_{\rm ph}-\ell_i)/3}M.
\]

The sign of \(\ell_f\) is positive because the final function is conjugated. Unless the phase is one, \(M=0\). Hence

\[
\boxed{\ \ell_f(K')-\ell_i(K)=\ell_{\rm ph}(K)\quad(\text{mod }3)\ }
\]

Emission can also take the electron from \(K\) to \(K'\). The emitted phonon then has wavevector \(K-K'=2K\), equivalent to \(K'\). Its displacement pattern is the conjugate of the pattern at \(K\), and the creation term conjugates it once more. The same \(\Delta V\) appears, and the same condition holds. The emitted phonon itself has label \(-\ell_{\rm ph}(K)\), so the labels balance in emission too.

### 11. A different centre gives the same rule

The labels are not properties of a state alone. For a Bloch field at wavevector \(k\), the phase found in Section 2 contains \(-(C_3k-k)\cdot c\). Moving the centre from the hexagon to \(c\) changes the label by

\[
\Delta\ell=\frac{3}{2\pi}(C_3k-k)\cdot c .
\]

Let this change be \(\eta\) for \(k=K\). It is \(\eta\) for the initial electron and for the phonon, and \(2\eta\) for the final electron at \(2K\). In the rule, \(2\eta-\eta-\eta=0\). Individual labels can be compared only about a common centre, but the set of permitted processes is the same for all three.

### 12. Reading the rule

For round orbitals the hexagon-centred labels give three cases:

- A to A requires \(-1-1=-2\), equivalent to \(+1\): the B− phonon.
- B to B requires \(1-(-1)=2\), equivalent to \(-1\): the A+ phonon.
- A to B, or B to A, requires 0: a mixed phonon.

The first line is the result of Section 1. An electron that stays on one sublattice is scattered by circular motion of the other.

Perpendicular motion on A also has label \(+1\), and the rotation alone would permit it in the first case. In a flat crystal its potential is odd under reflection in the plane. Between two states of equal reflection parity the integrand is odd, and the amplitude vanishes.

### 13. A worked model

Take \(a=3\) Å, \(m_A=40\) u, \(m_B=20\) u, \(\alpha=20\) eV/Å\(^2\) and \(\beta=2\) eV/Å\(^2\). These are round model parameters. The stiffness is \(S=(60+18)/2=39\) eV/Å\(^2\). In units of eV/(Å\(^2\) u),

\[
\frac S{m_A}=0.975,\qquad \frac S{m_B}=1.950,\qquad
\kappa=\frac{30}{\sqrt{800}}=1.061 .
\]

Thus \(\bar D=1.4625\), \(d=0.4875\), and \(Q=\sqrt{0.4875^2+1.0607^2}=1.167\). The mixed eigenvalues are 0.295 and 2.630. In order of energy the modes are:

1. mixed, 35.1 meV, \(\ell=0\);
2. A+, 63.8 meV, \(\ell=-1\);
3. B−, 90.3 meV, \(\ell=+1\);
4. mixed, 104.8 meV, \(\ell=0\).

The ratio of the fourth energy to the second is \(\sqrt{2.630/0.975}=1.642\), as the energies show. The mean circulation of the mixed modes is \(\mp0.4875/1.167=\mp0.418\), although both have label zero. The dynamical matrix was tested against second differences of the spring energy in a supercell of nine cells.

The electrons form a separate two-dimensional model: the springs are not derived from it. Two electrons per cell move in Gaussian wells of width 0.5 Å, 50 eV deep on A and 20 eV deep on B. Their mutual interaction is represented by a local functional with energy \((U/2)\int n^2\,d^2r\), where \(U=5\) eV Å\(^2\). Its derivative is the potential \(Un\), and \(F\) is multiplication by \(U\). This omits Coulomb interaction at a distance and correlation beyond the chosen functional.

The three lowest bands at \(K\) have energies \(-15.48\), \(-5.68\) and \(-1.12\) eV, and labels \(+1\), \(-1\) and 0 about the hexagon centre. Band 1 has density on the A sites and none on the B sites; band 2 is the reverse. Band 3 vanishes at both. The node rule explains the zeros: about an A site the labels are 0, \(+1\) and \(-1\), and about a B site they are \(-1\), 0 and \(+1\).

For mode \(v\) of energy \(E_v\), the coupling is

\[
g_v=\sum_{s}\sqrt{\frac{\hbar^2}{2m_sE_v}}\;\langle f|\Delta V_{s,v}|i\rangle .
\]

The root is the zero-point length, and \(\Delta V_{s,v}\) is the potential change for sublattice displacements equal to the mass-weighted mode amplitudes \(e_s\). Wavefunctions are normalized in one cell; in a crystal of \(N_c\) cells the amplitude for one phonon is \(g_v/\sqrt{N_c}\).

The screened magnitudes that are not zero by symmetry are, in meV:

- band 1 to 1: 110 with mode 3;
- band 1 to 2: 320 with mode 1, and 252 with mode 4;
- band 1 to 3: 485 with mode 2;
- band 2 to 2: 207 with mode 2;
- band 2 to 3: 234 with mode 3;
- band 3 to 3: 119 with mode 1, and 105 with mode 4.

As an example, band 2 starts with label \(-1\) and ends at \(K'\) with \(+1\). The difference 2 is equivalent to \(-1\), the label of mode 2. This is the process from \(K\) to \(K'\) within the lowest empty band. In this model \(K\) is not the bottom of that band, which lies lower at the midpoints of the zone edges; the rule concerns the states at \(K\) and \(K'\) whatever their position in the band. Its bare coupling is 247 meV, so screening in this model reduces it by the factor \(206.6/247.4=0.835\) while leaving the other three modes forbidden.

Exchanging the two band indices gives the same magnitudes. The final state at \(K'\) is the conjugate of the state at \(K\), so the integral contains the symmetric product \(\psi_f\Delta V\psi_i\), with both functions taken at \(K\). Counting both orders, 12 of the 36 amplitudes are permitted. The largest forbidden one is about \(10^{-6}\) meV, against 105 meV for the smallest permitted one. The response calculation was also tested at zero wavevector against self-consistent densities with displaced A atoms; the density change per unit displacement from the response calculation differed from the finite-difference one by \(6\times10^{-5}\), measured as the norm of the difference over the cell divided by the norm of the finite-difference result.

### 14. Where the rule stops

The rule is a necessary condition. It does not say how large a permitted amplitude is, and a further symmetry may remove it, as reflection does for perpendicular motion.

It requires the threefold rotation. When both wells were stretched by 10% along \(x\), with the lattice translations and the phonon patterns kept, the largest formerly forbidden coupling became 46 meV. Crystal momentum was still conserved, so the earlier zeros were due to the rotation and not to translation.

The rule holds at the valley points. Suppose a band has its minimum at \(K\). An electron there that absorbs a phonon gains energy, so in the same band its final state lies a distance \(q\) from \(K'\); this distance is small only if the band rises steeply enough on the scale of the phonon energy. With phases of the states chosen smoothly and compatibly with the rotation, the amplitude can contain terms linear in \(q_x\pm iq_y\). These combinations themselves carry labels \(\pm1\), which can make up a mismatch of the other labels. A forbidden amplitude may therefore grow in proportion to \(q\), and its rate in proportion to \(|q|^2\), before the sum over final states.

Energy conservation is a separate condition. Bands 1 and 2 are 9.8 eV apart at the valleys, while the phonons have at most about 0.1 eV. The couplings between these bands are permitted by symmetry, but one phonon cannot supply the energy for a real transition between them.

Finally, the argument concerns amplitudes linear in the displacement. With two phonons, each at a wavevector that the rotation maps to an equivalent one, both labels enter the balance, and a transition forbidden for one phonon may be permitted for a pair of different modes. To take an electron from \(K\) to \(K'\), two valley phonons must each supply the momentum \(K'\), so modes \(v\) and \(w\) contribute \(-\ell_v-\ell_w\), with labels taken at \(K\). For band 2 to 2, which requires \(-1\), modes 1 and 3 are each forbidden alone but together give \(-(0+1)=-1\). Two phonons of the same valley mode give \(-2\ell\), equivalent to \(\ell\), so such a pair obeys the one-phonon rule again. A pair made of one phonon at \(K\) and one at the zone centre adds the two labels. Including electron spin requires rotating the spin as well, which changes the electron labels.

The numerical output follows the text.

## Computed results

```
lattice constant = 3.0 angstrom; |K| = 1.3963 1/angstrom
masses A, B = 40, 20 u
springs alpha, beta = 20, 2 eV/angstrom^2
well depths A, B = 50, 20 eV
well width = 0.5 angstrom; U = 5 eV angstrom^2
plane-wave cutoff = 9 1/angstrom; k grid = 6 x 6
orbital part A (hexagon, A, B centre) = [1, 0, -1]
orbital part B (hexagon, A, B centre) = [-1, 1, 0]
D diagonal A, B = 0.9750, 1.9500 eV/(angstrom^2 u)
D coupling A-,B+ = 1.0607 eV/(angstrom^2 u)
mode 1: energy = 35.13 meV, mean spin part = -0.418
  weights A+ 0.000, A- 0.709, B+ 0.291, B- 0.000
mode 2: energy = 63.84 meV, mean spin part = +1.000
  weights A+ 1.000, A- 0.000, B+ 0.000, B- 0.000
mode 3: energy = 90.28 meV, mean spin part = -1.000
  weights A+ 0.000, A- 0.000, B+ 0.000, B- 1.000
mode 4: energy = 104.85 meV, mean spin part = +0.418
  weights A+ 0.000, A- 0.291, B+ 0.709, B- 0.000
PAM about hexagon: modes [0, -1, 1, 0]
  bands at K [1, -1, 0], at K' [-1, 1, 0]
PAM about A site: modes [-1, 1, 0, -1]
  bands at K [0, 1, -1], at K' [0, -1, 1]
PAM about B site: modes [1, 0, -1, 1]
  bands at K [-1, 0, 1], at K' [1, 0, -1]
band energies at K = -15.479, -5.678, -1.124 eV
band 1 relative density at A, B = 7.378, 0.000
band 2 relative density at A, B = 0.000, 3.703
band 3 relative density at A, B = 0.000, 0.000
smallest k to k+K excitation = 9.801 eV
response vs finite difference, relative error = 5.9e-05
screened |g| in meV, K to K', modes 1 to 4:
  band 1 to 1: 0.000, 0.000, 110.333, 0.000
  band 1 to 2: 319.756, 0.000, 0.000, 252.306
  band 1 to 3: 0.000, 484.942, 0.000, 0.000
  band 2 to 2: 0.000, 206.584, 0.000, 0.000
  band 2 to 3: 0.000, 0.000, 233.936, 0.000
  band 3 to 3: 119.165, 0.000, 0.000, 104.783
bare |g| in meV, band 2 to 2, modes 1 to 4: 0.000, 247.441, 0.000, 0.000
allowed amplitudes = 12 of 36
smallest allowed |g| = 104.783 meV
largest forbidden |g| = 1.1e-06 meV
well stretch along x = 1.1
largest formerly forbidden |g|, stretched = 45.529 meV
```
